# Adaptive Gaussian Smearing in Three-Phonon Rates and Its Errors

## Two ways to get a large error

The three-phonon rate of one phonon in a model crystal is computed on an $8\times8\times8$ mesh, with each energy delta function replaced by a Gaussian. At a fixed width of 0.02 THz, shifting the mesh changes the rate with a standard deviation of 52% of the reference value. At 1 THz the scatter is 3.3%, but the mean is about 40% too high. On a $24\times24\times24$ mesh the narrow Gaussian scatters by 6%, while the wide one is still about 40% too high.

The first error is sampling error: too few mesh points see the energy surface. The second is smoothing bias: the surface has been replaced by a thick shell. A width that follows the mesh spacing and the local phonon velocities controls both with one dimensionless number.

## The rate to be integrated

The crystal is face-centred cubic with one atom of mass $m$ per cell. A phonon $\lambda=(\mathbf q,j)$ has angular frequency $\omega$ and real polarization $\mathbf e$; primes mark its partners. Write the displacement of atom $\mathbf R$ as

$$\mathbf u_{\mathbf R}=\sum_{\mathbf q j}\sqrt{\frac{\hbar}{2mN_c\omega}}\;\mathbf e\,(a_{\mathbf q j}+a^\dagger_{-\mathbf q j})e^{i\mathbf q\cdot\mathbf R},$$

with $N_c$ cells. The cubic energy carries $1/3!$. For three distinct modes, the $3!$ orderings cancel this factor. The three square roots give $(\hbar/2)^{3/2}N_c^{-3/2}$, and the sum over cells gives $N_c$. For the decay $\lambda\to\lambda'+\lambda''$ the squared matrix element is therefore

$$|M|^2=\frac{\hbar^3}{8N_c}\frac{|V|^2}{\omega\omega'\omega''}\,n(1+n')(1+n''),$$

where $V$ is the mass-scaled cubic coupling and $n$ an occupation. The golden rule multiplies this by $(2\pi/\hbar)\delta(\hbar W)=(2\pi/\hbar^2)\delta(W)$, so the prefactor is $\pi\hbar/(4N_c)$.

Subtracting the reverse process gives

$$n(1+n')(1+n'')-(1+n)n'n''=n(1+n'+n'')-n'n''.$$

With the partners held in equilibrium, the coefficient of $n$ is the relaxation factor. For absorption, $\lambda+\lambda'\to\lambda''$,

$$nn'(1+n'')-(1+n)(1+n')n''=n(n'-n'')-n''(1+n').$$

A sum over all $\lambda'$ counts each decay pair twice, hence a factor $\tfrac12$:

$$\frac1\tau=\frac{\pi\hbar}{4N_c}\sum_{\mathbf q'j'j''}\frac{|V|^2}{\omega\omega'\omega''}\Big[(n'-n'')\delta(W_+)+\tfrac12(1+n'+n'')\delta(W_-)\Big],$$

$$W_+=\omega+\omega'-\omega''\ (\mathbf q''=\mathbf q+\mathbf q'),\qquad W_-=\omega-\omega'-\omega''\ (\mathbf q''=\mathbf q-\mathbf q').$$

$V$ is evaluated separately for each process. Every term has the form $F(\mathbf q')\delta(W(\mathbf q'))$, averaged over the zone.

**The coupling.** A bond of length $r$ and direction $\mathbf n$ has energy $kx^2/2+gx^3/6$, where $x$ is its change of length. For relative displacement $\mathbf d$, set $s=\mathbf n\cdot\mathbf d$. Then $x=s+(d^2-s^2)/(2r)+\dots$, and the cubic energy is $gs^3/6+ks(d^2-s^2)/(2r)$. The symmetric trilinear form whose value at equal arguments is six times this energy is

$$T=\Big(g-\frac{3k}{r}\Big)s_1s_2s_3+\frac kr\big(s_1\mathbf d_2\!\cdot\!\mathbf d_3+s_2\mathbf d_1\!\cdot\!\mathbf d_3+s_3\mathbf d_1\!\cdot\!\mathbf d_2\big).$$

Then $V=m^{-3/2}\sum_{\boldsymbol\ell}T$ over the six bonds $\boldsymbol\ell$ per cell, with $\mathbf d_i=\mathbf e_i(e^{i\mathbf q_i\cdot\boldsymbol\ell}-1)$ and $\sum_i\mathbf q_i=0$. For one trio of waves, finite differences of the energy of a displaced 125-atom supercell and this formula both give $4.60239\times10^{11}$ N/m² before mass scaling.

## The width of one mesh cell

Let $\mathbf q'=\sum_\mu x_\mu\mathbf b_\mu$, with reciprocal vectors $\mathbf b_\mu$ and $N$ divisions along each. At fixed $\mathbf q$, a change of $\mathbf q'$ also moves $\mathbf q''$. In absorption $\mathbf q''$ moves with $\mathbf q'$; in decay it moves oppositely. The chain rule gives

$$\nabla W_+=\mathbf v'-\mathbf v'',\qquad \nabla W_-=-\mathbf v'+\mathbf v''.$$

The overall sign does not affect a width. The velocities need no finite differences: differentiating $\mathbf e^TD\mathbf e=\omega^2$ for a normalized eigenvector of the dynamical matrix $D$ gives $\mathbf v=\mathbf e^T(\nabla D)\mathbf e/(2\omega)$ for a nondegenerate branch.

Define $G_\mu=\partial W/\partial x_\mu=\nabla W\cdot\mathbf b_\mu$. Within one cell, an offset from the centre is $x_\mu-x_\mu^{(0)}=y_\mu/N$, with $y_\mu$ uniform on $[-\tfrac12,\tfrac12]$. If $W$ is linear there,

$$W=W_0+\sum_\mu\frac{G_\mu}{N}y_\mu .$$

The mean is $W_0$. The $y_\mu$ are independent with variance $\int_{-1/2}^{1/2}y^2dy=1/12$, so cross terms vanish. The standard deviation, multiplied by an adjustable number $a$, is the adaptive width:

$$\boxed{\sigma^2=\frac{a^2}{12}\sum_\mu\left[\frac{(\mathbf v'-\mathbf v'')\cdot\mathbf b_\mu}{N}\right]^2}$$

The exact zone integral is a sum of cell averages of $F\delta(W)$. For linear $W$ and constant $F$, each average is a convolution of up to three boxes evaluated at $W_0$. At $a=1$ the Gaussian has the same norm, mean and variance, but not the same shape.

Linearity within a cell is a real condition. For 200 random points at $N=200$, each used for both processes, 175 of the 400 cases had branch gaps and lowest frequency above 20 cell widths. In these, the true spread and the formula differed by at most 0.10% of the largest width. Among the other cases the median difference was 0.02%, but the worst was 5.5%. Near a crossing, branches sorted by frequency bend inside the cell. One such cell at $N=100$, with a gap of 0.016 THz and a largest width of 0.064 THz, gave a difference of about 3%.

## Sampling error

Consider first a planar energy surface aligned with the mesh, so that $W$ changes by $c$ from one layer of points to the next. Then $\sigma=a|c|/\sqrt{12}$. In units of $|c|$, the normalized mesh sum is a sum of Gaussians of variance $a^2/12$ at the points $i+s$, where $s$ is the mesh shift. Poisson summation replaces it by the Fourier transform at integers $m$:

$$S(s)=1+2\sum_{m\ge1}e^{-2\pi^2m^2a^2/12}\cos(2\pi ms)
=1+2\sum_{m\ge1}e^{-\pi^2a^2m^2/6}\cos(2\pi ms).$$

The correct value is 1. The largest error, at $s=0$, is 176% for $a=0.5$, 39% for $a=1$ and 0.28% for $a=2$. Matching the cell variance therefore does not by itself guarantee an accurate sum.

Curvature helps. In three dimensions the harmonics carry integer vectors $\mathbf m$ and phases $2\pi\mathbf m\cdot\mathbf y$, where $\mathbf y$ counts mesh steps. Along most of a curved surface the phase varies and contributions cancel. The leading survivors come from points where the gradient per step is parallel to $\mathbf m$, say $G_\mu/N=c\,m_\mu$.

Move from such a point by $u\,\mathbf m/|\mathbf m|^2$. The phase changes by $2\pi u$ and $W$ by $cu$, so the phase is $2\pi W/c$. The local width is $\sigma=a|c||\mathbf m|/\sqrt{12}$. Averaging the phase over the Gaussian gives the damping

$$e^{-2\pi^2\sigma^2/c^2}=e^{-\pi^2a^2|\mathbf m|^2/6}.$$

The lattice vectors have dropped out, so this leading-order factor also holds on a skew mesh. Cancellation along the surface supplies a further factor, absent for flat patches aligned with the mesh.

For a sphere of radius $R$ on a cubic mesh of spacing $h$, that factor is the surface average of a plane wave, $\sin(KR)/(KR)$ with $K=2\pi|\mathbf m|/h$. Take $R/h=10.25$ and the pair $\mathbf m=\pm(1,0,0)$. Then $KR=64.4$, the sine is 1, and the relative ripple at $a=1$ is

$$2e^{-\pi^2/6}/64.4=0.00599.$$

To isolate this pair numerically, the sum for $W=r^2-R^2$ uses spacing $h/4$ along the other two axes while keeping the width for spacing $h$. Half the difference between the sums with shifts 0 and $h/2$ along the first axis, divided by the exact integral, gives 0.00601. Curvature has reduced the contribution of this pair from 39% to 0.6%. On the full cubic mesh the three axis pairs add when a mesh point lies at the centre of the sphere, giving about 1.8%.

A fixed width $\sigma_f$ acts as a locally varying parameter $a_{\rm loc}=\sigma_f/\sigma_{a=1}$. Where the velocity difference is large, $a_{\rm loc}$ is small and the ripple is weakly damped. Where it is small, the surface is smoothed more than sampling requires.

## Smoothing bias

Suppose sampling error has been removed, leaving $\int F\,g_\sigma(W)\,d^3x$, with $g_\sigma$ the normalized Gaussian. Its Fourier factor is $e^{-\kappa^2\sigma^2/2}=1-\kappa^2\sigma^2/2+\dots$, and $-\kappa^2$ corresponds to two derivatives. Hence

$$g_\sigma(W)=\delta(W)+\tfrac12\sigma^2\delta''(W)+\dots$$

Since $\partial_E^2\delta(W-E)=\delta''(W-E)$, the leading bias is

$$B=\frac12\frac{d^2}{dE^2}\int F\sigma^2\,\delta(W-E)\,d^3x\Big|_{E=0}.$$

The width stays inside the integral because it depends on position. If the integral is smooth near $E=0$, then $\sigma\propto1/N$ makes the adaptive bias fall as $1/N^2$. Acoustic tips, discussed below, can break this condition and add a logarithm. A fixed width leaves a bias that mesh refinement cannot remove.

The sphere makes the signs explicit. For $F=1$ and $W=r^2-R^2$, the gradient is $2r$, so $\sigma^2=a^2h^2r^2/3$. Also $\int f(r)\delta(r^2-R^2-E)d^3r=2\pi r f(r)$ at $r=\sqrt{R^2+E}$. Therefore

$$B=\frac12\frac{d^2}{dE^2}\left[\frac{2\pi a^2h^2}{3}(R^2+E)^{3/2}\right]_{E=0}=\frac{\pi a^2h^2}{4R}.$$

Division by the exact integral $2\pi R$ gives a relative bias $+a^2h^2/(8R^2)$. For fixed $\sigma_f$,

$$B=\frac{\sigma_f^2}{2}\frac{d^2}{dE^2}\left[2\pi\sqrt{R^2+E}\right]_{E=0}=-\frac{\pi\sigma_f^2}{4R^3},$$

or $-\sigma_f^2/(8R^4)$ relatively. With $R=a=1$ and $h=\sigma_f=0.1$, the laws give $+0.001250$ and $-0.001250$; radial quadrature gives $+0.001249$ and $-0.001262$. The sign of the bias thus depends on the smoothing rule as well as on the surface.

## A reference without smearing

Insert $1=\sum_\mu G_\mu^2/|\mathbf G|^2$ into the rate integral, with $|\mathbf G|^2=\sum_\mu G_\mu^2$, and integrate term $\mu$ along $x_\mu$. A root of $W$ on that line contributes

$$\frac{F\,G_\mu^2/|\mathbf G|^2}{|G_\mu|}=\frac{F|G_\mu|}{|\mathbf G|^2}.$$

The usual divergence where a line is tangent to the surface, $G_\mu\to0$, has disappeared. Averaging over the $N^2$ lines in each direction and adding the three directions gives the rate. Roots are found from sign changes of $W$ and linear interpolation between mesh points. Two roots between neighbouring points are missed, so the result must still be checked by refining the mesh.

## The phonon example

The parameters are round: $m=50$ u, $r=0.3$ nm, $k=20$ N/m, $g=-5\times10^{11}$ N/m² and $T=300$ K. The phonon lies on the highest branch at $x=(0.30,0.20,0.05)$. Its frequency is 4.88 THz and its speed 3262 m/s. Widths quoted in THz are $\sigma/2\pi$; the Gaussian in the rate uses $\sigma$ in rad/s.

The smearing-free rate is 55.8 ns⁻¹ at $N=36$ and 56.9 ns⁻¹ at $N=48$. The second is the reference, equivalent to a lifetime of 17.6 ps. The two differ by 2%, so biases of that size are not resolved. The reference is probably still low: extrapolating the smeared means at $N=24$ (58.49 ns⁻¹ for $a=1$, 60.43 ns⁻¹ for $a=2$) to zero width with an $a^2$ law gives $58.49-1.94/3=57.8$ ns⁻¹, or 17.3 ps. Against that value the biases quoted below would be about 1.5 points smaller.

Eight random mesh shifts were used at each $N$. Bias is the deviation of their mean from the reference, and scatter is their standard deviation. With only eight shifts, the scatter is itself uncertain: its standard error is roughly a quarter if the rates are normally distributed, and single entries can be off by more. The total error combines the two in quadrature: for $a=1$, $N=24$, it is $\sqrt{2.71^2+0.96^2}=2.9\%$. Total errors, in per cent of the reference, are:

| $N$ | $a=1$ | 0.1 THz | 0.3 THz | 1 THz |
|---:|---:|---:|---:|---:|
| 8 | 10.2 | 18.3 | 12.7 | 40.5 |
| 12 | 5.2 | 8.8 | 9.6 | 40.1 |
| 16 | 4.5 | 7.7 | 9.4 | 40.2 |
| 24 | 2.9 | 2.6 | 9.6 | 40.2 |

The 1 THz column is flat for a simple reason. Averaging a mesh sum over all shifts gives the integral of the summand, whatever $N$ is. With a fixed width, that integral is the same smoothed rate on every mesh. Nor is 1 THz in the quadratic regime: from 0.3 to 1 THz, $\sigma_f^2$ grows elevenfold, but the bias at $N=24$ grows only from 9.6% to 40%.

The local widths explain the noise of the narrow Gaussian. At $N=24$ and $a=1$, weighted by contribution to the rate on one shifted mesh, their 10%, 50% and 90% points are 0.115, 0.201 and 0.257 THz. Scaling the median by $24/8$ gives about 0.6 THz at $N=8$. There a width of 0.02 THz means $a_{\rm loc}\approx0.03$, far too small to damp the ripple.

A tuned fixed width can do as well on one mesh: 0.1 THz matches the adaptive result at $N=24$ within the uncertainty of the reference. It is much worse at $N=8$. The adaptive advantage here is that $a=1$ serves all four meshes, not that the result is independent of $a$. Raising $a$ from 0.5 to 2 moves the mean by 27% of the reference at $N=8$ and by 4.5% at $N=24$.

The approach to the $1/N^2$ law can be examined without the reference. The mean rate at $a=2$ exceeds that at $a=1$ by 11.6, 6.4, 4.0 and 1.9 ns⁻¹ on the successive meshes. Doubling $N$ from 12 to 24 reduces the difference by a factor 3.3, against 4 for a pure quadratic law. The differences themselves are uncertain by up to about 1 ns⁻¹: apart from the floor, the average over all shifts depends only on $a/N$, yet the eight-shift means for $N=24$, $a=2$ and for $N=12$, $a=1$ are 60.4 and 59.5 ns⁻¹. Higher terms in $\sigma$, residual scatter and the logarithm from acoustic tips described below are possible causes of the shortfall that the data do not separate.

The model omits long-range forces, defects, higher-order scattering and boundaries. Boundaries matter in nanoscale devices. The mean free path is $3262\ \text{m/s}\times17.6\ \text{ps}\approx57$ nm. Estimating the boundary rate as speed divided by size $L$ adds 3.3 ns⁻¹ for $L=1$ µm, 6% of the reference, but 33 ns⁻¹ for $L=100$ nm, which shortens the lifetime to about 11 ps. Such changes can exceed the smearing error of a converged mesh.

## Where the local rule needs care

**Acoustic tips.** In absorption with $j''=j$, $W_+$ vanishes at $\mathbf q'=0$. Nearby, $W_+\approx\omega'(\mathbf q')-\mathbf v\cdot\mathbf q'$, which is proportional to $|\mathbf q'|$ in each direction. Decay has the same tip with the opposite sign, $W_-\approx\mathbf v\cdot\mathbf q'-\omega'(\mathbf q')$, and an equivalent one at $\mathbf q''=0$; the argument below applies to these as well. $F$ stays finite: $|V|^2\propto|\mathbf q'|^2$, while $n'/\omega'\propto1/|\mathbf q'|^2$ at nonzero temperature. Scaling $\mathbf q'$ by the mesh spacing $h$ gives a volume $h^3$ and a Gaussian height $1/h$. The region within a few mesh steps of the tip therefore contributes an error of order $h^2$, even though the linear-cell formula fails there.

A logarithm can appear if the component of $\mathbf v$ along some direction exceeds the partner's sound speed in that direction. Then $W_+$ vanishes on a cone through the tip. At distance $\rho$ the cone has area proportional to $\rho\,d\rho$ and a relative smoothing error of order $(h/\rho)^2$. Integrating from $\rho\approx h$ outward gives a term of order $h^2\ln(1/h)$, which still vanishes as the mesh is refined. The phonon studied here meets this condition for the two lower branches.

**Equal velocities.** Where $\mathbf v'=\mathbf v''$, the width vanishes and a floor is needed. Near an isolated zero, $\sigma\propto h\rho$ at distance $\rho$. The Gaussian height is at most of order $1/(h\rho)$, and $\int\rho^2d\rho/(h\rho)$ converges, so the continuous integral has no divergence. A mesh point on the zero can still produce a spike if $W$ is also near zero. At $N=16$, for one shift and $a=1$, raising the floor from 0.001 to 0.010 THz changed the rate by 0.015%.

**Loss of symmetry.** A triplet has one energy mismatch but three possible widths, depending on which phonon is held fixed. For the studied phonon, a lowest-branch partner at $x'=(0.13,0.37,0.22)$ and the top-branch phonon at $x+x'$, these are 0.137, 0.148 and 0.250 THz at $N=24$. (This triplet only illustrates the widths: its energy mismatch is about 1.4 THz, so it hardly contributes to the rate.) A collision matrix built row by row therefore loses the symmetry supplied by a common delta function. Using the root mean square of the three, 0.185 THz here, gives all members the same Gaussian, but it no longer equals the cell spread seen from any one of them.

## Procedure

1. For each $\mathbf q'$ and branch pair, compute frequencies, velocities, $V$, $F$ and $W$ for both processes.
2. Form $\sigma$ from the boxed formula with $a=1$ and a small floor.
3. Average $F\,g_\sigma(W)$ over the mesh and sum over branches and processes.
4. Refine $N$ at fixed $a$; then vary $a$, the floor and the mesh shift separately.

Scatter under shifts measures sampling error. A drift of the shift-averaged rate with $a$ reveals smoothing bias. Agreement under one of these changes does not establish convergence under the other. The numerical output lists the individual means, biases and scatters.

## Values computed for the example and the checks

```
mass 50 u, bond 0.30 nm, k 20 N/m, g -5.0e+11 N/m^2, T 300 K
phonon x = [0.3  0.2  0.05], frequency 4.8775 THz, speed 3262 m/s
one cell, N=100, absorption, branches 1,3: true std 0.03280 THz, formula 0.03281 THz
near-crossing cell, N=100, decay: gap 0.0163 THz, largest width 0.0640 THz, deviation 2.84 %
random cells, N=200: 175 with gap > 20 widths, worst deviation 0.100 %; 225 others, median 0.021 %, worst 5.48 %
cubic coupling: supercell 4.60239e+11, formula 4.60239e+11 N/m^2
planar surface, a=0.5: largest relative error 1.76395
planar surface, a=1.0: largest relative error 0.38883
planar surface, a=2.0: largest relative error 0.00278
sphere R/h=10.25, a=1: axis ripple 0.006008, law 0.005994
sphere smoothing error: adaptive h=0.1 0.001249 (law 0.001250), fixed s=0.1 -0.001262 (law -0.001250)
smearing-free rate: N=36 55.831, N=48 56.947 ns^-1 (N=48 is the reference)
reference lifetime 17.560 ps
columns: mean rate (ns^-1), bias %, scatter %, total error %
N= 8 adaptive a=0.5     58.685     3.05   10.46   10.90
N= 8 adaptive a=1.0     62.194     9.21    4.31   10.17
N= 8 adaptive a=2.0     73.827    29.64    3.80   29.88
N= 8 fixed 0.02 THz     55.138    -3.18   52.41   52.51
N= 8 fixed 0.10 THz     59.059     3.71   17.90   18.28
N= 8 fixed 0.30 THz     62.704    10.11    7.69   12.70
N= 8 fixed 1.00 THz     79.928    40.36    3.33   40.49
N=12 adaptive a=0.5     57.533     1.03    5.14    5.24
N=12 adaptive a=1.0     59.473     4.44    2.66    5.17
N=12 adaptive a=2.0     65.886    15.70    1.80   15.80
N=12 fixed 0.02 THz     52.918    -7.07   30.52   31.33
N=12 fixed 0.10 THz     57.574     1.10    8.68    8.75
N=12 fixed 0.30 THz     62.221     9.26    2.54    9.60
N=12 fixed 1.00 THz     79.779    40.09    0.94   40.11
N=16 adaptive a=0.5     57.258     0.55    5.94    5.97
N=16 adaptive a=1.0     59.046     3.69    2.52    4.47
N=16 adaptive a=2.0     63.008    10.64    1.41   10.74
N=16 fixed 0.02 THz     54.665    -4.01   20.58   20.96
N=16 fixed 0.10 THz     57.133     0.33    7.66    7.67
N=16 fixed 0.30 THz     62.232     9.28    1.11    9.35
N=16 fixed 1.00 THz     79.843    40.21    0.66   40.21
N=24 adaptive a=0.5     57.852     1.59    3.14    3.52
N=24 adaptive a=1.0     58.488     2.71    0.96    2.87
N=24 adaptive a=2.0     60.425     6.11    0.59    6.14
N=24 fixed 0.02 THz     55.182    -3.10    6.04    6.79
N=24 fixed 0.10 THz     58.158     2.13    1.50    2.60
N=24 fixed 0.30 THz     62.400     9.58    0.53    9.59
N=24 fixed 1.00 THz     79.810    40.15    0.21   40.15
floor 0.001 -> 0.010 THz, N=16: rate change 0.0152 %
local width, N=24, a=1: 10/50/90 % points 0.1150 / 0.2006 / 0.2565 THz
triplet widths, N=24, first/second/third phonon fixed: 0.1367 / 0.1480 / 0.2496 THz
```
